# Choosing variables for Lieb maximization with a vector potential on a ring: verification in Python

```python
# Lieb maximization over (u, A) on a discretized quantum ring (paramagnetic current DFT).
# Under test: with u = v + e^2 A^2/2m the grid Hamiltonian H = T + W + sum u_l n_l + t sum theta_l K_l
# is affine, its ground energy Ebar is jointly concave, and F = sup[Ebar - x.target] equals the
# ensemble constrained-search minimum of Tr Gamma (T+W). F is found by Newton steps on
# Omega = -(1/beta) ln Tr exp(-beta H) and bracketed by lower = Ebar - x.target, upper = Tr Gamma (T+W).
# Symbols: N sites, spacing a = 2 pi R/N, t = hbar^2/(2 m a^2), theta_l = e A_l a/hbar (links),
# K_l = -i(c+_l c_{l+1} - h.c.), B_l = c+_l c_{l+1} + h.c., rho = n/a, j = t K/hbar,
# w = u/t, x = (w, theta). Internal energies are in units of t, beta in units of 1/t.
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.optimize import brentq

hbar, e = sc.hbar, sc.e
N, R, mass, eps_r, soft = 8, 10e-9, 0.1*sc.m_e, 10.0, 3e-9
V1, V2, mod = 2e-22, 5e-23, 0.3
a = 2*np.pi*R/N
t = hbar**2/(2*mass*a**2)
ER = hbar**2/(2*mass*R**2)
Phi0 = sc.h/e
meV = 1e-3*e
rng = np.random.default_rng(1)
def row(v): return " ".join(f"{z:.4f}" for z in v)
def ground(H): return np.linalg.eigvalsh(H)[0]

def potentials(flux, n=N):
    """v/t, theta and w = u/t on n sites for a flux given in units of Phi0"""
    tn = ER*(n/(2*np.pi))**2
    ph = 2*np.pi*np.arange(n)/n
    v = (V1*np.cos(ph) + V2*np.sin(2*ph))/tn
    th = 2*np.pi*flux/n*(1 + mod*np.cos(ph + np.pi/n))
    return v, th, v + (th**2 + np.roll(th, 1)**2)/2

def grid_H(w, th, peierls=False):
    n = len(w)
    if peierls:
        w = w - (th**2 + np.roll(th, 1)**2)/2
    H = np.diag(2 + w).astype(complex)
    hop = -np.exp(1j*th) if peierls else -(1 + 1j*th)
    for l in range(n):
        H[l, (l+1) % n] += hop[l]; H[(l+1) % n, l] += np.conj(hop[l])
    return H

ops1 = np.zeros((2*N, N, N), complex); bond1 = np.zeros((N, N, N), complex)
for l in range(N):
    r = (l+1) % N
    ops1[l, l, l] = 1; ops1[N+l, l, r] = -1j; ops1[N+l, r, l] = 1j
    bond1[l, l, r] = bond1[l, r, l] = 1
T1 = 2*np.eye(N) - bond1.sum(0)
I1 = np.eye(N)
def two(o): return np.kron(o, I1) + np.kron(I1, o)
ops2 = np.array([two(o) for o in ops1]); bond2 = np.array([two(o) for o in bond1])
ang = 2*np.pi*np.arange(N)/N
chord = 2*R*np.sin((ang[:, None] - ang[None, :])/2)
Wmat = e**2/(4*np.pi*sc.epsilon_0*eps_r*np.sqrt(chord**2 + soft**2))
H02 = two(T1) + np.diag(Wmat.ravel()/t)
def ham(H0, ops, x): return H0 + np.tensordot(x, ops, 1)
def expect(ops, psi): return np.real(np.einsum('i,aij,j->a', psi.conj(), ops, psi))

def omega(E, beta): return E[0] - np.log(np.exp(-beta*(E - E[0])).sum())/beta

def thermal(H0, ops, x, beta):
    E, V = np.linalg.eigh(ham(H0, ops, x))
    p = np.exp(-beta*(E - E[0])); p /= p.sum()
    M = V.conj().T @ ops @ V
    idx = np.arange(len(E))
    mean = np.real(M[:, idx, idx]) @ p
    M[:, idx, idx] -= mean[:, None]
    y = beta*np.abs(E[:, None] - E[None, :])
    ratio = np.where(y > 1e-12, -np.expm1(-y)/np.maximum(y, 1e-12), 1.0)
    phi = -beta*np.maximum(p[:, None], p[None, :])*ratio
    Mf = M.reshape(len(x), -1)
    return E, p, mean, np.real((Mf*phi.ravel()) @ Mf.conj().T)

def lieb(H0, ops, target, doublings, x0=None):
    x = np.zeros(2*N) if x0 is None else x0.copy()
    steps = 0
    for k in range(doublings + 1):
        beta = 2.0**k
        for it in range(100):
            E, p, mean, Hs = thermal(H0, ops, x, beta)
            g = mean - target
            if np.linalg.norm(g) < max(1e-11, 1e-13*beta):  # eigenvalue round-off grows with beta
                break
            lam, U = np.linalg.eigh(-Hs)
            d = U @ ((U.T @ g)/np.maximum(lam, 1e-10))
            d[:N] -= d[:N].mean()
            d *= min(1.0, 5.0/np.linalg.norm(d))
            val, slope, s = omega(E, beta) - x @ target, g @ d, 1.0
            for _ in range(60):
                xn = x + s*d
                vn = omega(np.linalg.eigvalsh(ham(H0, ops, xn)), beta) - xn @ target
                if vn >= val + 1e-4*s*slope - 1e-12: break
                s /= 2
            x = xn; steps += 1
    E, p, mean, Hs = thermal(H0, ops, x, beta)
    res = np.linalg.norm(mean - target)
    assert res < 1e-8
    return dict(x=x, lo=E[0] - x @ target, up=p @ E - x @ mean, Fb=omega(E, beta) - x @ target,
                p=p, lam=np.linalg.eigvalsh(-Hs), beta=beta, steps=steps, res=res)

def bound1(n, K): return 2 - 2*np.sqrt(n*np.roll(n, -1) - K**2/4).sum()
def dev(x, y):
    d = x - y; d[:N] -= d[:N].mean()
    return np.abs(d[:N]).max()*t, np.abs(d[N:]).max()*hbar/(e*a), np.abs(d).max()
slack = 5e-8   # |x| times the largest allowed density residual

print(f"N = {N}, R = {R:.3e} m, m = {mass:.5e} kg, eps_r = {eps_r}, d = {soft:.1e} m")
print(f"V1 = {V1:.1e} J, V2 = {V2:.1e} J, A modulation = {mod}")
print(f"spacing = {a:.5e} m, t = {t:.5e} J = {t/meV:.4f} meV, Phi0 = {Phi0:.5e} Wb")
print(f"hbar^2/2mR^2 = {ER:.5e} J, W onsite = {Wmat[0,0]:.5e} J, W opposite = {Wmat[0,N//2]:.5e} J")

# continuum limit against plane waves, where only the flux enters
xr = rng.normal(size=2*N)
assert np.allclose(grid_H(xr[:N], xr[N:]), ham(T1, ops1, xr))
ls = np.arange(-20, 21)
Hc = np.diag(ER*(ls + 0.3)**2).astype(complex)
low = np.diag(np.full(40, V1/2), -1) + np.diag(np.full(39, V2/2j), -2)
Ec = ground((Hc + low + low.conj().T)/ER)*ER
errs = []
for n in (32, 64, 128):
    _, th, w = potentials(0.3, n)
    errs.append(ground(grid_H(w, th))*ER*(n/(2*np.pi))**2 - Ec)
assert 3.5 < errs[1]/errs[2] < 4.5 and abs(errs[2]) < 2e-3*ER
print(f"continuum E(flux 0.3 Phi0) = {Ec:.5e} J; grid errors N=32,64,128: " + " ".join(f"{z:.3e}" for z in errs) + " J")
cross = []
for n in (8, 16, 32):
    lo_, hi_ = 0.0, 2*np.pi/n
    for _ in range(45):
        mid = (lo_ + hi_)/2
        psi = np.linalg.eigh(grid_H(np.zeros(n), np.full(n, mid)))[1][:, 0]
        if 2*np.imag(np.vdot(psi, np.roll(psi, -1))) < -np.sin(2*np.pi/n): hi_ = mid
        else: lo_ = mid
    assert abs(mid - np.tan(np.pi/n)) < 1e-9
    cross.append(mid*n/(2*np.pi))
print("uniform-ring crossing flux / Phi0, N=8,16,32: " + row(cross))

# concavity in (u,A), failure in (v,A), concavity of the Peierls form in (u,A)
for _ in range(40):
    x, y = rng.normal(size=(2, 2*N)); s = rng.uniform()
    z = s*x + (1-s)*y
    Eb = [ground(ham(H02, ops2, q)) for q in (x, y, z)]
    assert Eb[2] >= s*Eb[0] + (1-s)*Eb[1] - 1e-11
    Ep = [ground(grid_H(q[:N], q[N:], True)) for q in (x, y, z)]
    assert Ep[2] >= s*Ep[0] + (1-s)*Ep[1] - 1e-11
v, th, w = potentials(0.1)
xa = np.r_[w, th]
ends = (ground(ham(H02, ops2, xa)) + ground(ham(H02, ops2, np.r_[w, -th])))/2
mid_v = ground(ham(H02, ops2, np.r_[v, 0*th])) - ends
mid_u = ground(ham(H02, ops2, np.r_[w, 0*th])) - ends
assert mid_v < -1e-4 and mid_u > 0
print(f"midpoint minus mean of ends (+A,-A): fixed v {mid_v*t:.4e} J, fixed u {mid_u*t:.4e} J")

# gradient and Hessian against finite differences of ln Tr expm
def om_expm(x): return -np.log(np.trace(expm(-ham(H02, ops2, x))).real)
_, _, mean, Hs = thermal(H02, ops2, xa, 1.0)
d1, d2 = rng.normal(size=(2, 2*N)); d1 /= np.linalg.norm(d1); d2 /= np.linalg.norm(d2); q = 3e-4
g_fd = (om_expm(xa + q*d1) - om_expm(xa - q*d1))/(2*q)
h_fd = (om_expm(xa+q*d1+q*d2) - om_expm(xa+q*d1-q*d2) - om_expm(xa-q*d1+q*d2) + om_expm(xa-q*d1-q*d2))/(4*q*q)
assert abs(g_fd - mean @ d1) < 1e-6 and abs(h_fd - d1 @ Hs @ d2) < 1e-5
print(f"Hessian element (units of t, beta t = 1): formula {d1@Hs@d2:.6f}, finite difference {h_fd:.6f}")

# unbounded objective for an overloaded link
tg = np.r_[np.full(N, 1/N), np.zeros(N)]; tg[N] = 0.4
ray = np.zeros(2*N); ray[0] = ray[1] = 1; ray[N] = -1
Gs = [ground(ham(T1, ops1, s*ray)) - s*ray @ tg for s in (10, 100, 1000)]
assert all(G >= (0.4 - 2/N)*s for G, s in zip(Gs, (10, 100, 1000)))
print("K_0 = 0.4, n = 1/8: objective/t at s = 10,100,1000: " + row(Gs))

# one electron, hand-made pure target with winding -1
n1 = (1 + 0.3*np.cos(ang) + 0.1*np.sin(2*ang))/N
psi = np.sqrt(n1)*np.exp(1j*(-ang + 0.2*np.sin(ang)))
tg = expect(ops1, psi); K1 = tg[N:]
S = lieb(T1, ops1, tg, 7)
Fc = bound1(n1, K1)
assert abs(S['lo'] - Fc) < 1e-8 and abs(S['up'] - Fc) < 1e-8
assert S['lam'][1] < 1e-10 and S['lam'][2] > 1e-4
dth = 1/np.real(psi.conj()*np.roll(psi, -1))
flat = np.r_[-(dth*K1 + np.roll(dth*K1, 1))/(2*n1), dth]; flat /= np.linalg.norm(flat)
for s in (-0.1, 0.1):
    xs = S['x'] + s*flat
    assert abs(ground(ham(T1, ops1, xs)) - xs @ tg - Fc) < 1e-9
xs = S['x'] + 0.1*d1
assert ground(ham(T1, ops1, xs)) - xs @ tg < Fc - 1e-6
print(f"1e pure: closed form {Fc*t:.7e} J, Lieb lower {S['lo']*t:.7e} J, upper {S['up']*t:.7e} J")
print("1e pure: lowest -Hessian eigenvalues (units of t): " + " ".join(f"{z:.2e}" for z in S['lam'][:3]))

# one electron, uniform density, fractional current: kink
lamb = 0.3
tg = np.r_[np.full(N, 1/N), np.full(N, -lamb*2*np.sin(2*np.pi/N)/N)]
S = lieb(T1, ops1, tg, 14, 0.3*rng.normal(size=2*N))
Fk = 2*lamb*(1 - np.cos(2*np.pi/N))
assert S['lo'] - slack <= Fk <= S['up'] + slack and S['up'] - S['lo'] < 3e-5
assert np.abs(S['x'][N:] - np.tan(np.pi/N)).max() < 1e-3 and bound1(tg[:N], tg[N:]) < S['lo'] - 1e-2
print(f"1e kink, lambda = {lamb}: exact {Fk*t:.6e} J, lower {S['lo']*t:.6e} J, upper {S['up']*t:.6e} J")
print(f"1e kink: link bound {bound1(tg[:N], tg[N:])*t:.6e} J, mean theta {S['x'][N:].mean():.5f}, tan(pi/N) {np.tan(np.pi/N):.5f}")

# example (a): interacting singlet at flux 0.1 Phi0
Ea, Va = np.linalg.eigh(ham(H02, ops2, xa)); psi = Va[:, 0]
tga = expect(ops2, psi); Fa = np.real(psi.conj() @ H02 @ psi)
cur = tga[N:] + th*expect(bond2, psi)
assert np.ptp(cur) < 1e-11 and np.ptp(tga[N:]) > 1e-3
Sa = lieb(H02, ops2, tga, 9)
assert Sa['beta']*(Ea[1] - Ea[0]) > 40
assert abs(Sa['lo'] - Fa) < 1e-8 and abs(Sa['up'] - Fa) < 1e-8
assert abs(Sa['lam'][0]) < 1e-10 and Sa['lam'][1] > 1e-6
du, dA, dm = dev(Sa['x'], xa)
assert dm < 1e-5
thr = Sa['x'][N:]; vr = Sa['x'][:N] - (thr**2 + np.roll(thr, 1)**2)/2; vr -= vr.mean()
assert np.abs(vr - v).max() < 1e-5
print(f"(a) flux 0.1 Phi0: E0 = {Ea[0]*t:.6e} J, gap = {(Ea[1]-Ea[0])*t:.4e} J")
print("(a) rho (1e7 1/m): " + row(tga[:N]/a/1e7))
print("(a) j_p (1e10 1/s): " + row(tga[N:]*t/hbar/1e10))
print(f"(a) conserved particle current {cur[0]*t/hbar:.5e} 1/s, electric {-e*cur[0]*t/hbar:.5e} A")
print("(a) reference u - mean (1e-22 J): " + row((w - w.mean())*t/1e-22))
print("(a) recovered u - mean (1e-22 J): " + row((Sa['x'][:N] - Sa['x'][:N].mean())*t/1e-22))
print("(a) recovered A (1e-9 T m): " + row(thr*hbar/(e*a)/1e-9))
print("(a) recovered v (1e-22 J): " + row(vr*t/1e-22))
print(f"(a) max error u {du:.1e} J, A {dA:.1e} T m; Newton steps {Sa['steps']}, final beta t {Sa['beta']:.0f}")
print(f"(a) F reference {Fa*t:.7e} J, lower {Sa['lo']*t:.7e} J, upper {Sa['up']*t:.7e} J")
print(f"(a) F = {Sa['up']*t/meV:.5f} meV")
print("(a) lowest -Hessian eigenvalues (units of t): " + " ".join(f"{z:.2e}" for z in Sa['lam'][:3]))

# example (b): non-interacting value for the same target
Sb = lieb(T1, ops1, tga/2, 14)
circ = np.arcsin(tga[N:]/(2*np.sqrt(tga[:N]*np.roll(tga[:N], -1)))).sum()
bb = 2*bound1(tga[:N]/2, tga[N:]/2)
assert 2*Sb['lo'] > bb + 1e-7 and Sb['up'] - Sb['lo'] < 3e-5 and Sb['p'][1] > 1e-6
print(f"(b) circulation {circ:.5f} rad, weights {Sb['p'][0]:.5f} {Sb['p'][1]:.5f}, Newton steps {Sb['steps']}")
print(f"(b) link bound {bb*t:.5e} J, Ts lower {2*Sb['lo']*t:.5e} J, Ts upper {2*Sb['up']*t:.5e} J")
print(f"(b) maximizing flux / Phi0 = {Sb['x'][N:].sum()/(2*np.pi):.4f}")
print(f"(b) E_Hxc = {(Fa-2*Sb['up'])*t:.5e} J = {(Fa-2*Sb['up'])*t/meV:.4f} meV")

# example (c): singlet-triplet crossing, mixed target
P = np.eye(N*N).reshape(N, N, N*N).transpose(1, 0, 2).reshape(N*N, N*N)
pe, pv = np.linalg.eigh(P); Qs, Qt = pv[:, pe > 0], pv[:, pe < 0]
def Hflux(f):
    _, th_, w_ = potentials(f)
    return ham(H02, ops2, np.r_[w_, th_])
def split(f): return ground(Qs.T @ Hflux(f) @ Qs) - ground(Qt.T @ Hflux(f) @ Qt)
fs = np.linspace(0, 0.5, 26); sp = np.array([split(f) for f in fs])
assert sp[0] < 0 and sp.max() > 0
k = int(np.argmax(sp > 0))
fc = brentq(split, fs[k-1], fs[k], xtol=1e-15)
Hx = Hflux(fc); Ex = np.linalg.eigvalsh(Hx)
assert Ex[1] - Ex[0] < 1e-11 and Ex[2] - Ex[0] > 1e-2
pS = Qs @ np.linalg.eigh(Qs.T @ Hx @ Qs)[1][:, 0]; pT = Qt @ np.linalg.eigh(Qt.T @ Hx @ Qt)[1][:, 0]
tgc = 0.7*expect(ops2, pS) + 0.3*expect(ops2, pT)
FS, FT = np.real(pS.conj() @ H02 @ pS), np.real(pT.conj() @ H02 @ pT)
Fc2 = 0.7*FS + 0.3*FT
Sc = lieb(H02, ops2, tgc, 14)
gap, law = Sc['up'] - Sc['lo'], 0.3*np.log(0.7/0.3)/Sc['beta']
assert Sc['lo'] - slack <= Fc2 <= Sc['up'] + slack
assert Sc['Fb'] <= Fc2 <= Sc['Fb'] + np.log(N*N)/Sc['beta']
assert abs(Sc['p'][0] - 0.7) < 2e-3 and abs(gap/law - 1) < 2e-2
_, thc, wc = potentials(fc)
du, dA, dm = dev(Sc['x'], np.r_[wc, thc])
assert dm < 1e-2
print(f"(c) crossing flux = {fc:.5f} Phi0 = {fc*Phi0:.5e} Wb, next level {(Ex[2]-Ex[0])*t:.4e} J")
print(f"(c) <T+W> singlet {FS*t:.6e} J, triplet {FT*t:.6e} J")
print("(c) rho (1e7 1/m): " + row(tgc[:N]/a/1e7))
print("(c) j_p (1e10 1/s): " + row(tgc[N:]*t/hbar/1e10))
print(f"(c) F reference {Fc2*t:.7e} J, lower {Sc['lo']*t:.7e} J, upper {Sc['up']*t:.7e} J")
print(f"(c) F = {Sc['up']*t/meV:.5f} meV; F_beta = {Sc['Fb']*t:.7e} J")
print(f"(c) beta t = {Sc['beta']:.0f}, 1/beta = {t/Sc['beta']:.4e} J, gap {gap*t:.4e} J, law {law*t:.4e} J")
print(f"(c) weights {Sc['p'][0]:.5f} {Sc['p'][1]:.5f}, recovered flux {Sc['x'][N:].sum()/(2*np.pi):.5f} Phi0")
print(f"(c) max error u {du:.1e} J, A {dA:.1e} T m; Newton steps {Sc['steps']}, residual {Sc['res']:.1e}")
print("finished without a failed check")
```

It prints:

```
N = 8, R = 1.000e-08 m, m = 9.10938e-32 kg, eps_r = 10.0, d = 3.0e-09 m
V1 = 2.0e-22 J, V2 = 5.0e-23 J, A modulation = 0.3
spacing = 7.85398e-09 m, t = 9.89586e-22 J = 6.1765 meV, Phi0 = 4.13567e-15 Wb
hbar^2/2mR^2 = 6.10426e-22 J, W onsite = 7.69026e-21 J, W opposite = 1.14078e-21 J
continuum E(flux 0.3 Phi0) = 9.22028e-24 J; grid errors N=32,64,128: -7.901e-27 -1.880e-27 -4.641e-28 J
uniform-ring crossing flux / Phi0, N=8,16,32: 0.5274 0.5065 0.5016
midpoint minus mean of ends (+A,-A): fixed v -1.2051e-23 J, fixed u 2.8162e-25 J
Hessian element (units of t, beta t = 1): formula 0.013044, finite difference 0.013044
K_0 = 0.4, n = 1/8: objective/t at s = 10,100,1000: 1.6452 15.1515 150.1522
1e pure: closed form 5.6472993e-22 J, Lieb lower 5.6472993e-22 J, upper 5.6472993e-22 J
1e pure: lowest -Hessian eigenvalues (units of t): -4.94e-18 6.82e-17 1.60e-02
1e kink, lambda = 0.3: exact 1.739058e-22 J, lower 1.738905e-22 J, upper 1.739058e-22 J
1e kink: link bound 4.504395e-23 J, mean theta 0.41418, tan(pi/N) 0.41421
(a) flux 0.1 Phi0: E0 = 1.630992e-21 J, gap = 1.9070e-22 J
(a) rho (1e7 1/m): 2.7517 2.6425 3.1727 3.7407 3.5395 3.2029 3.2513 3.1634
(a) j_p (1e10 1/s): -3.3961 -0.8970 0.8650 5.6802 8.2379 3.3513 -5.2337 -7.4370
(a) conserved particle current 3.38720e+11 1/s, electric -5.42690e-08 A
(a) reference u - mean (1e-22 J): 2.0358 1.9381 -0.0019 -1.9381 -2.0319 -0.9381 -0.0019 0.9381
(a) recovered u - mean (1e-22 J): 2.0358 1.9381 -0.0019 -1.9381 -2.0319 -0.9381 -0.0019 0.9381
(a) recovered A (1e-9 T m): 8.4064 7.3378 5.8265 4.7578 4.7578 5.8265 7.3378 8.4064
(a) recovered v (1e-22 J): 2.0000 1.9142 -0.0000 -1.9142 -2.0000 -0.9142 -0.0000 0.9142
(a) max error u 8.9e-32 J, A 2.0e-16 T m; Newton steps 27, final beta t 512
(a) F reference 1.6483976e-21 J, lower 1.6483976e-21 J, upper 1.6483976e-21 J
(a) F = 10.28849 meV
(a) lowest -Hessian eigenvalues (units of t): -2.21e-16 1.54e-03 1.26e-01
(b) circulation -0.00288 rad, weights 0.99950 0.00050, Newton steps 70
(b) link bound 6.06138e-24 J, Ts lower 6.64602e-24 J, Ts upper 6.64648e-24 J
(b) maximizing flux / Phi0 = 0.5280
(b) E_Hxc = 1.64175e-21 J = 10.2470 meV
(c) crossing flux = 0.28031 Phi0 = 1.15926e-15 Wb, next level 5.0520e-22 J
(c) <T+W> singlet 1.653509e-21 J, triplet 1.947886e-21 J
(c) rho (1e7 1/m): 2.7321 2.5731 3.1706 3.8117 3.5249 3.1432 3.2826 3.2266
(c) j_p (1e10 1/s): -55.2103 -49.4761 -48.1718 -34.8196 -25.5987 -39.4499 -65.1297 -69.4792
(c) F reference 1.7418221e-21 J, lower 1.7418067e-21 J, upper 1.7418221e-21 J
(c) F = 10.87160 meV; F_beta = 1.7417852e-21 J
(c) beta t = 16384, 1/beta = 6.0400e-26 J, gap 1.5353e-26 J, law 1.5353e-26 J
(c) weights 0.70000 0.30000, recovered flux 0.28026 Phi0
(c) max error u 3.8e-27 J, A 3.8e-12 T m; Newton steps 58, residual 3.1e-11
finished without a failed check
```
